# Averaging the Coulomb Singularity over a Mini-Zone in GW

## Problem

In a GW calculation for a crystal, the self-energy contains an integral over the wave vector $\mathbf q$, replaced in practice by a sum over a mesh. The Coulomb interaction $v(q)=4\pi/q^2$ is infinite at the mesh point $\mathbf q=0$. The integral itself is finite, so the infinite value can be replaced by an average of $v$ over the small region that this mesh point represents.

Atomic units are used in the algebra. The crystal has cell volume $\Omega$ and a uniform mesh of $N$ points that includes $\mathbf q=0$. Each point represents a mini-zone of volume

$$V=\frac{(2\pi)^3}{N\Omega},$$

centred on that point. Let $q_0$ be the radius of the ball whose volume is $V$.

(a) Express $q_0$ through $N\Omega$, and find the average $\langle v\rangle_{\rm ball}$ of $4\pi/q^2$ over the ball.

(b) Bare exchange between an occupied state and itself contains the term with $\mathbf q=0$ and reciprocal lattice vector $\mathbf G=0$. Find its size when the ball average is used.

(c) The true mini-zone is not a ball. Decide whether the ball average is too large or too small, and what happens when the mini-zone becomes a long needle.

(d) The average over a box is to be found by Monte Carlo sampling. Show that the usual error bar of plain sampling is meaningless here, and repair the method.

(e) Take a simple cubic lattice with $a=5$ Å and $N=64$. Compare the ball with the mini-zones of the meshes $4\times4\times4$, $8\times4\times2$ and $8\times8\times1$.

## Hints

1. For (a), use spherical coordinates and look at what the volume element does to the singularity.
2. For (b), ask what weight one mesh point carries when $\int d^3q/(2\pi)^3$ becomes a sum.
3. For (c), remove the region that ball and mini-zone share. Compare the volumes of the two remainders, and the values of $v$ in them.
4. For (d), an error bar needs a finite variance, hence a finite mean of $v^2$. Leave out a small sphere of radius $\varepsilon$ and let $\varepsilon$ shrink. For the repair, note that part of the integral is already known from (a).
5. For (e), the mini-zone of an $n_1\times n_2\times n_3$ mesh is a box with sides $2\pi/(an_i)$.

## Solution

### (a) The ball average

Equal volumes require

$$\frac{4\pi}{3}q_0^3=\frac{8\pi^3}{N\Omega}
\quad\Rightarrow\quad
q_0^3=\frac{6\pi^2}{N\Omega},
\qquad
q_0=\left(\frac{6\pi^2}{N\Omega}\right)^{1/3}.$$

The integrand depends on the length of $\mathbf q$ alone, so the volume element is $4\pi q^2\,dq$. Its factor $q^2$ cancels the singularity:

$$\int_{\rm ball}\frac{4\pi}{q^2}\,d^3q
=\int_0^{q_0}\frac{4\pi}{q^2}\,4\pi q^2\,dq
=16\pi^2q_0 .$$

Division by the volume gives

$$\langle v\rangle_{\rm ball}
=\frac{16\pi^2q_0}{4\pi q_0^3/3}
=\frac{12\pi}{q_0^2}.$$

This is three times the value $4\pi/q_0^2$ at the surface of the ball. A denser mesh has a smaller $q_0$ and a larger average, but the weight of the point shrinks faster, as the next part shows.

### (b) The energy of the $\mathbf q=0$ term

Let $M(\mathbf q)$ be the matrix element of $e^{i\mathbf q\cdot\mathbf r}$ between the state at $\mathbf k$ and the state of the same band at $\mathbf k-\mathbf q$. For a band that is not degenerate at $\mathbf k$, its modulus tends to the norm of the state, which is 1, as $\mathbf q\to0$. With $\mathbf G=0$, the mini-zone around the origin contributes to the exchange energy of the state

$$-\int_V\frac{d^3q}{(2\pi)^3}\,v(q)\,|M(\mathbf q)|^2
\approx-\frac{V}{(2\pi)^3}\langle v\rangle
=-\frac{\langle v\rangle}{N\Omega}.$$

Two assumptions enter. The band is occupied at every $\mathbf k-\mathbf q$ with $\mathbf q$ in the mini-zone, which holds for a filled band but not for a state near the Fermi surface of a metal. In addition, $|M|^2\approx1$ throughout the mini-zone. The minus sign is that of exchange; below, "head energy" means the positive size $\langle v\rangle/(N\Omega)$. From (a), $1/(N\Omega)=q_0^3/(6\pi^2)$, so for the ball

$$\frac{\langle v\rangle_{\rm ball}}{N\Omega}
=\frac{12\pi}{q_0^2}\,\frac{q_0^3}{6\pi^2}
=\frac{2q_0}{\pi}.$$

The head energy vanishes for a dense mesh, but slowly: $q_0$ is proportional to $N^{-1/3}$, so eight times as many points halve it.

The screened interaction $W$ has an additional factor, the inverse dielectric function. In an insulator with isotropic screening this factor tends to a constant as $q\to0$. If it hardly varies over the mini-zone, it can be taken out of the average, and the result of (a) is multiplied by it. With anisotropic screening the factor depends on the direction of $\mathbf q$ and must stay inside the average. In the Thomas–Fermi model of a metal, the static interaction is $4\pi/(q^2+k_s^2)$, with $k_s$ the inverse screening length. It has no singularity at $q=0$, and the present average should not be used for it.

### (c) Ball against other shapes

Let $B$ be the ball and $C$ the true mini-zone, both of volume $V$. Their common part contributes equally to both integrals. What remains is $B\setminus C$, the part of the ball outside the mini-zone, and $C\setminus B$, the part of the mini-zone outside the ball. Since $B$ and $C$ have equal volumes, the two remainders have the same volume $U$.

In $B\setminus C$ we have $q\le q_0$, hence $v\ge4\pi/q_0^2$. In $C\setminus B$ we have $q\ge q_0$, hence $v\le4\pi/q_0^2$. Therefore

$$\int_B v\,d^3q-\int_C v\,d^3q
=\int_{B\setminus C}v\,d^3q-\int_{C\setminus B}v\,d^3q
\ge\frac{4\pi}{q_0^2}(U-U)=0 .$$

The ball average is an upper bound for every shape of the same volume. For a box $U>0$, and the inequality is strict, because $q<q_0$ everywhere inside the ball except on its surface.

For the needle, take a box with a square cross-section of side $w$ and its long axis along $z$. Let $\rho$ be the distance from that axis. Extending the $z$ integral to infinity can only increase it:

$$\int_C\frac{d^3q}{q^2}
\le\int_{\rm square}d^2\rho\int_{-\infty}^{\infty}\frac{dz}{\rho^2+z^2}
=\int_{\rm square}\frac{\pi}{\rho}\,d^2\rho .$$

The argument just given works in two dimensions as well, so the square gives at most the value of a disc of equal area, whose radius is $w/\sqrt\pi$:

$$\int_{\rm square}\frac{\pi}{\rho}\,d^2\rho
\le\int_0^{w/\sqrt\pi}\frac{\pi}{\rho}\,2\pi\rho\,d\rho
=2\pi^{3/2}w .$$

Hence $\langle v\rangle\le8\pi^{5/2}w/V$. At fixed $V$ the average tends to zero as the needle becomes thinner, while the ball formula stays at $12\pi/q_0^2$. For a sufficiently elongated mini-zone the ball formula therefore fails by any factor one likes.

### (d) Monte Carlo sampling

Consider the ball first, with points spread uniformly in it. To keep the expressions free of units, study $(q_0/q)^2$, which is proportional to $v$. Its square has the following mean when only points with $q>\varepsilon$ are counted:

$$\frac{3}{4\pi q_0^3}\int_\varepsilon^{q_0}\frac{q_0^4}{q^4}\,4\pi q^2\,dq
=3q_0\int_\varepsilon^{q_0}\frac{dq}{q^2}
=3\left(\frac{q_0}{\varepsilon}-1\right).$$

This grows without limit as $\varepsilon\to0$, so the variance is infinite. The numerical check samples this quantity: it finds $12.02\pm0.06$ for $\varepsilon=0.2\,q_0$, where the formula gives 12, and $27.4\pm0.4$ for $\varepsilon=0.1\,q_0$, where it gives 27. A box centred on the origin also contains a small sphere around the origin, so its variance is infinite too.

The mean of $v$ is finite, and the plain sample average does converge to it. The usual error bar, however, is the standard deviation of the sampled values divided by the square root of their number. Here that standard deviation estimates a quantity that does not exist as a finite number. A rare point very close to the origin can shift both the average and its apparent error.

To repair the method, let $R$ be half the shortest side of the box. The sphere of radius $R$ fits inside, and by (a) its integral is $16\pi^2R$. Then

$$\langle v\rangle_{\rm box}
=\frac{16\pi^2R}{V}
+\frac1V\int_{{\rm box},\,q>R}\frac{4\pi}{q^2}\,d^3q .$$

The second term is the mean, over points spread uniformly in the whole box, of a function equal to $4\pi/q^2$ for $q>R$ and to zero otherwise. This function never exceeds $4\pi/R^2$. Its variance is finite, and the usual error bar is valid.

### (e) Numbers

For lengths in Å and energies in eV, each formula for $v$ acquires the factor $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å. The crystal volume is $N\Omega=64\times(5\ \text{Å})^3=8000$ Å$^3$, so

$$q_0=\left(\frac{6\pi^2}{8000}\right)^{1/3}\text{Å}^{-1}=0.1949\ \text{Å}^{-1},$$

$$\langle v\rangle_{\rm ball}
=\frac{12\pi\times14.3996}{(0.19489)^2}\ \text{eV Å}^3
=1.429\times10^4\ \text{eV Å}^3,$$

which is 3544 hartree bohr$^3$. The head energy is

$$\frac{2\times0.19489\times14.3996}{\pi}\ \text{eV}=1.787\ \text{eV}.$$

The three meshes have the same $N$, hence the same $V$ and the same $q_0$. They differ in the shape of the mini-zone alone. The repaired Monte Carlo method gives:

| Mesh | Side ratios | $\langle v\rangle$ (eV Å$^3$) | Box/ball | Head energy (eV) |
|---|---|---|---|---|
| 4×4×4 | 1:1:1 | 14072 ± 3 | 0.98 | 1.76 |
| 8×4×2 | 1:2:4 | 12073 ± 6 | 0.845 | 1.51 |
| 8×8×1 | 1:1:8 | 9695 ± 6 | 0.68 | 1.21 |

For the cube, the ball overestimates the head energy by 0.03 eV. For the two elongated boxes the excess is 0.28 eV and 0.57 eV. All three averages lie below the ball value, as (c) requires.

The ratio of box to ball depends on shape and not on size. If all wave vectors are multiplied by $\lambda$, both averages are multiplied by $\lambda^{-2}$. The value 0.98 therefore applies to every cubic mini-zone, whatever the density of the mesh.

The mesh $8\times8\times1$ is a deliberately severe case. Its mini-zone is 1.26 Å$^{-1}$ long and spans the full Brillouin zone in one direction. The average of $v$ is still well defined, but the assumption $|M|^2\approx1$ from (b) must then be checked for the band at hand. For the Gaussian orbital of Variation 2, with $|M|^2=e^{-\sigma^2q^2}$ and $\sigma=0.7$ Å, $|M|^2$ falls to 0.82 at the ends of the long axis. Its mean over the mini-zone, weighted by $v$, is nevertheless 0.991, because $v$ is concentrated near the origin.

## Variation 1: the box average without random numbers

**Question.** Turn the integral of $1/q^2$ over a box into integrals without a singularity.

**Solution.** Away from the origin,

$$\nabla\cdot\frac{\mathbf q}{q^2}
=\frac{3}{q^2}+\mathbf q\cdot\nabla\frac1{q^2}
=\frac3{q^2}-\frac2{q^2}
=\frac1{q^2}.$$

Remove a sphere of radius $\varepsilon$ around the origin and apply the divergence theorem to the rest of the box. On the small sphere, the normal that leaves the region points towards the origin. The flux density there is $-1/\varepsilon$ and the area is $4\pi\varepsilon^2$, so this surface contributes $-4\pi\varepsilon$, which vanishes as $\varepsilon\to0$. The removed volume integral, $4\pi\varepsilon$, vanishes as well. The faces remain.

Let the half sides be $h_1,h_2,h_3$. On the face $q_1=h_1$, the normal component of $\mathbf q$ is $h_1$. The opposite face contributes the same amount, so

$$\int_{\rm box}\frac{d^3q}{q^2}
=\sum_{i=1}^{3}2h_i\int_{{\rm face}\ i}\frac{dA}{q^2},$$

where $q\ge h_i$ on face $i$, and every integrand is smooth. Multiplication by $4\pi/V$ gives the average of $v$. In the order of the table, the results are 14070, 12083 and 9696 eV Å$^3$. The Monte Carlo values differ from these by 0.6, 1.8 and 0.3 of their standard errors.

## Variation 2: is the mesh error now removed?

**Question.** A crystal has one orbital per cell, with a Gaussian density of standard deviation $\sigma$ and negligible overlap between cells. Its band is filled. Find the exact size $J$ of the exchange energy of a band state with electrons of its own spin. Does the ball average bring the mesh sum to this value?

**Solution.** Write a Bloch state as a sum of orbitals over the $N$ cells, with phases $e^{i\mathbf k\cdot\mathbf R}/\sqrt N$. Without overlap, each cell contributes to the matrix element of $e^{i\mathbf p\cdot\mathbf r}$, $\mathbf p=\mathbf q+\mathbf G$, the phase

$$e^{-i\mathbf k\cdot\mathbf R}\,e^{i(\mathbf k-\mathbf q)\cdot\mathbf R}\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf R}=e^{i\mathbf G\cdot\mathbf R}=1$$

times the Fourier transform of one orbital density, $e^{-\sigma^2p^2/2}$. The $N$ equal terms cancel the factor $1/N$. The squared matrix element is $F(p)=e^{-\sigma^2p^2}$, and for an infinitely dense mesh

$$J=\int\frac{d^3p}{(2\pi)^3}\frac{4\pi}{p^2}e^{-\sigma^2p^2}
=\frac{16\pi^2}{8\pi^3}\int_0^\infty e^{-\sigma^2p^2}dp
=\frac2\pi\,\frac{\sqrt\pi}{2\sigma}
=\frac1{\sigma\sqrt\pi}.$$

For $\sigma=0.7$ Å this is $14.3996/(0.7\sqrt\pi)=11.606$ eV.

Let $L=(N\Omega)^{1/3}$, and take cubic meshes with spacing $h=2\pi/L$. The difference between $J$ and the mesh sum, in eV, is:

| Treatment of $v$ | $L=20$ Å | $L=40$ Å | Quotient |
|---|---|---|---|
| $\mathbf p=0$ omitted | 2.03 | 1.02 | 1.99 |
| ball average at $\mathbf p=0$ | 0.245 | 0.127 | 1.93 |
| average in every mini-zone | 0.0740 | 0.0210 | 3.5 |

At $L=20$ Å the ball average reduces the error from 17.5% to 2.1% of $J$. What is left still roughly halves when $L$ doubles, so it falls as $1/L$, no faster than before.

The reason lies in the neighbouring mini-zones, where $v$ is represented by its value at the centre. For a mini-zone centred at $\mathbf p=h\mathbf n$, scaling gives

$$\left\langle\frac1{q^2}\right\rangle-\frac1{p^2}=\frac{c(\mathbf n)}{h^2},$$

where $c$ depends on the integers $\mathbf n$ alone. With the weight $1/L^3$, and $F\approx1$ near the origin, the error of this mini-zone is

$$\frac{4\pi}{L^3}\,\frac{c(\mathbf n)}{h^2}
=\frac{4\pi}{L^3}\,\frac{L^2}{4\pi^2}\,c(\mathbf n)
=\frac{c(\mathbf n)}{\pi L}.$$

Far from the origin, the average over a cube exceeds the central value by $(h^2/24)\nabla^2(1/q^2)$ to leading order. Since $\nabla^2(1/q^2)=6/q^4-4/q^4=2/q^4$, this gives $c\approx1/(12n^4)$. The sum over $\mathbf n$ converges, and the total is of order $1/L$, the same order as the head energy.

Averaging $v$ in every mini-zone, with the cube average at the origin, removes this contribution. The error then comes from the variation of the smooth factor $F$ inside each mini-zone. Its change linear in the displacement from the centre has zero mean and survives only when paired with the linear change of $v$. This product, like the quadratic change of $F$, is of order $h^2$, so an error of order $1/L^2$ and a quotient near 4 are expected for dense meshes. The quotient found here is 3.5. It rises to 3.8 between $L=40$ and $80$ Å and to 3.9 between $80$ and $160$ Å, so the shortfall comes from higher powers of $1/L$ that fade on denser meshes.

One consequence concerns the cubic mesh with $L=20$ Å. Using the cube average at $\mathbf p=0$ alone, in place of the ball average, lowers the mesh sum by 0.028 eV and raises the error from 0.245 to 0.273 eV. The more accurate average of one mini-zone does not improve the total here, because the neglected errors of the neighbours are larger and of opposite sign to the excess of the ball.

## Computed results

```
lattice constant a = 5.0 angstrom, k points N = 64
e^2/(4 pi eps0) = 14.3996 eV angstrom
crystal volume N*Omega = 8000 angstrom^3
mini-zone volume = 0.031006 angstrom^-3
ball radius q0 = 0.19489 angstrom^-1
ball average, formula = 14292.5 eV angstrom^3
ball average, slices  = 14292.5 eV angstrom^3
ball average, converted = 3544.5 hartree bohr^3
head energy of ball = 1.7866 eV
mean of (q0/q)^4 over the ball, only q > eps counted:
  eps/q0 = 0.2: sampled 12.02 +- 0.06, formula 12.00
  eps/q0 = 0.1: sampled 27.44 +- 0.35, formula 27.00
box mini-zones of equal volume (averages in eV angstrom^3):
  mesh 4x4x4: sides 0.3142, 0.3142, 0.3142 angstrom^-1
    Monte Carlo 14071.6 +- 2.8, faces 14069.9
    faces/ball = 0.9844, head energy = 1.7587 eV, ball minus box = 0.0278 eV
  mesh 8x4x2: sides 0.1571, 0.3142, 0.6283 angstrom^-1
    Monte Carlo 12072.8 +- 5.8, faces 12083.4
    faces/ball = 0.8454, head energy = 1.5104 eV, ball minus box = 0.2761 eV
  mesh 8x8x1: sides 0.1571, 0.1571, 1.2566 angstrom^-1
    Monte Carlo 9694.7 +- 5.8, faces 9696.4
    faces/ball = 0.6784, head energy = 1.2120 eV, ball minus box = 0.5745 eV
Gaussian orbital: sigma = 0.7 angstrom, exact J = 11.6059 eV
  J from real-space integral = 11.6059 eV
  mesh 4x4x4, L = 20 angstrom, J minus mesh sum in eV:
    q=0 omitted 2.0317, ball average 0.2452, all cells averaged 0.0745
  mesh 8x8x8, L = 40 angstrom, J minus mesh sum in eV:
    q=0 omitted 1.0200, ball average 0.1267, all cells averaged 0.0212
error ratio when L doubles: omitted 1.99, ball 1.93, all cells 3.51
```
